Stable evaluation of the Mayadas-Shatzkes resistivity at large a

**What the answer can depend on**

A metal line has bulk resistivity ρ0, electron mean free path λ and mean grain size D, and its grain boundaries are described by a dimensionless reflection parameter R. The ratio ρ/ρ0 has no dimension, so the two lengths can enter only as λ/D. The Mayadas-Shatzkes model reduces the dependence further, to one variable.

Let the boundaries be planes normal to the current, which flows along x, and let θ be the angle between an electron's velocity and x. Rotation about x and reversal of x leave the set of planes statistically unchanged, so the boundary scattering rate depends on direction only through |cosθ|. An electron of Fermi speed v meets planes at the rate v|cosθ|/D. A weak, thin barrier reflects with an amplitude inversely proportional to the normal velocity, hence with a probability proportional to 1/cos²θ. This form holds only while the probability is small, so it fails near grazing incidence; the model keeps it at all angles. The product goes as 1/|cosθ|. Adding it to the bulk rate 1/τ, with successive planes acting independently, gives the model's total relaxation rate

1/τ* = (1/τ)(1 + a/|cosθ|),  a = (λ/D) R/(1−R).

The prefactor in a is part of the model's definition and makes R an effective parameter. Surface scattering is left out and the Fermi surface is a sphere. Under these assumptions ρ0/ρ = F(a), a function of a alone.

**From the rate to the closed form**

In a field E along x, the force on an electron of charge −e is −eE. The linearized steady-state Boltzmann equation balances the drift of the equilibrium distribution f0 against relaxation of the deviation δf:

−eE v_x ∂f0/∂ε = −δf/τ*, so δf = eE τ* v_x ∂f0/∂ε.

The current sums −e v_x δf over states, so the conductivity is proportional to the sum of v_x² τ* (−∂f0/∂ε). The last factor confines the sum to the Fermi sphere, where v_x = v cosθ. Dividing by the same expression with τ* = τ, and using the angular average of cos²θ, which is 1/3, gives

F(a) = 3 · (1/4π) ∫ dΩ cos²θ / (1 + a/|cosθ|).

The azimuth contributes 2π and the two hemispheres contribute equally. With t = |cosθ|,

F(a) = 3 ∫₀¹ t² · t/(t+a) dt = 3 ∫₀¹ t³/(t+a) dt.

The sum of cubes, t³ + a³ = (t+a)(t² − at + a²), turns the integrand into

t³/(t+a) = t² − at + a² − a³/(t+a).

Integrating term by term, with ∫₀¹ dt/(t+a) = ln(1+1/a), gives the Mayadas-Shatzkes expression:

F(a) = 3[1/3 − a/2 + a² − a³ ln(1+1/a)].

**The problem is benign, the formula is not**

The integrand t³/(t+a) is positive, so nothing cancels in the integral. F is also insensitive to small relative errors in a. Differentiating under the integral gives

|a F′/F| = ∫₀¹ [a/(t+a)] t³/(t+a) dt / ∫₀¹ t³/(t+a) dt < 1,

because a/(t+a) < 1 for t > 0. A relative error in a therefore reaches F undiminished at worst, and never amplified to first order.

The closed form behaves differently. For large a the integral tends to 1/(4a), so the bracket must be of that size, yet it is assembled from terms of size a². The ratio of the two is 4a³, and rounding errors are magnified accordingly.

To make this quantitative, let u = 2⁻⁵³ ≈ 1.11×10⁻¹⁶ be the unit roundoff of double precision, and define

G = F/3,  T = a³ ln(1+1/a),  S = 1/3 − a/2 + a².

Suppose the logarithm is computed by log1p(q), which returns ln(1+q) without forming 1+q, and suppose log1p is accurate to a relative 2u. To first order in u, the relative error of T has these parts:

- Rounding q = 1/a costs at most u. The logarithm passes on a relative error in q with the factor q/[(1+q) ln(1+q)], which is at most 1 because ln(1+q) ≥ q/(1+q).
- log1p costs 2u.
- Two products form a³, and a third multiplies it by the logarithm: 3u.

The total is 6uT in absolute terms. Rounding a² costs ua², and rounding 1/3 costs at most u/3. Halving a is exact. The three additions and subtractions cost u|1/3 − a/2|, uS and uG. Dividing by G, and adding u for the final multiplication by 3, gives

relative error ≤ u B(a),

B(a) = [6T + a² + S + |1/3 − a/2| + 1/3]/G + 2.

For large a, T and S both approach a² and G approaches 1/(4a). Hence B → (6+1+1)a² · 4a = 32a³.

Using an ordinary logarithm of the rounded sum 1+1/a is worse. For a > 1 that sum lies between 1 and 2, where rounding can shift it by u. The logarithm shifts by about the same amount, the bracket by a³u, and F by a relative 4a⁴u.

These estimates show roughly where each version can begin to lose every digit. Setting 4a⁴u = 1 gives a ≈ 7×10³, and setting 32a³u = 1 gives a ≈ 7×10⁴. The measured errors grow as a to the power 4.00 for the ordinary logarithm and 2.98 for log1p. Thus log1p gains one power of a but does not remove the cancellation between a² and T.

**An expansion without the large terms**

The cure is to expand the integrand before integrating, so that the terms of size a² never appear. The finite geometric sum with ratio −t/a is an identity:

1/(a+t) = Σ_{j=0}^{N−1} (−1)^j t^j/a^{j+1} + (−t/a)^N/(a+t).

Multiplying by 3t³, integrating with ∫₀¹ t^{j+3} dt = 1/(j+4), and setting k = j+1 gives

F(a) = 3 Σ_{k=1}^{N} (−1)^{k+1}/[(k+3)a^k] + R_N,

R_N = (−1)^N a^{−N} · 3 ∫₀¹ t^{N+3}/(a+t) dt.

The series converges for every a > 1, since R_N then vanishes as N grows. For a < 1 its terms grow without limit and it diverges. At a = 1.2 the relative remainder falls from 4.0×10⁻³ with 20 terms to 1.0×10⁻⁶ with 60. At a = 0.8 it rises from 13 to 3.6×10⁴. There is consequently no optimal truncation to look for: above a = 1, each added term lowers the truncation error, and the price is work.

A sharp bound on that error follows from the form of R_N. Let ⟨·⟩ be the average over 0 < t < 1 with density 4t³, and let g(t) = 1/(a+t). Then

|R_N|/F = a^{−N} ⟨t^N g⟩/⟨g⟩.

As t increases, t^N rises and g falls. For two independent draws s and t from the density, the product (s^N − t^N)(g(s) − g(t)) is therefore never positive. Its average is 2(⟨t^N g⟩ − ⟨t^N⟩⟨g⟩), so ⟨t^N g⟩ ≤ ⟨t^N⟩⟨g⟩. Since ⟨t^N⟩ = 4/(N+4),

|R_N|/F ≤ 4/[(N+4)a^N].

The sum is evaluated from its far end, in Horner form with x = 1/a:

s_N = 1/(N+3),  s_k = 1/(k+3) − x s_{k+1},  F ≈ 3x s_1.

The k-th term of the series, t_k, then collects at most one rounding from its coefficient, k−1 from products inside the recursion, k from subtractions, k from the error in x, and 2 from the final products. Its relative error is at most (3k+2)u, and the whole sum has a relative rounding error of at most

u Σ (3k+2)|t_k|/F.

For large a the first term dominates and this tends to 5u. The series is thus accurate at large a, where the closed form fails.

**Where to switch**

Below the switch a_s the error is bounded by uB(a), which rises with a. Above it, truncation is bounded by 4/[(N+4)a^N], which falls with a. Moving the switch away from the crossing of these curves raises one of the two worst cases, so the crossing minimizes the larger bound. Replacing B by 32a³ gives a usable estimate:

32a³u = 4/[(N+4)a^N], so a_s ≈ [1/(8u(N+4))]^{1/(N+3)}.

For N = 30 the estimate is 2.569 and the crossing found with the full B is 2.557. With 10 terms the switch must wait until a = 11.7, and the total error bound is 5.9×10⁻¹². With 20, 30 and 40 terms the bound falls to 2.4×10⁻¹³, 7.1×10⁻¹⁴ and 3.9×10⁻¹⁴.

The gain from more terms is limited, because the switch has to stay above a = 1. There F = 0.4206, so G = 0.1402, S = 0.8333 and T = S − G = 0.6931, and

B(1) = (4.159 + 1 + 0.833 + 0.167 + 0.333)/0.1402 + 2 ≈ 48.

The closed-form bound at the switch therefore cannot be brought below about 48u, or 5×10⁻¹⁵, by adding terms. Meanwhile the rounding bound of the series grows. Its summand (3k+2)|t_k| approaches 9/a^k for large k, and the sum of these grows like 9/(a−1) as the switch nears 1. With too many terms the total bound therefore rises again. I take N = 30 as a compromise between work and accuracy. The scheme is:

1. For a < 10⁻¹⁷, return 1.
2. For 10⁻¹⁷ ≤ a < 2.557, use the closed form with log1p.
3. For a ≥ 2.557, use the 30-term Horner sum.

The first rule avoids dividing by zero. It is safe because

1 − F = 3 ∫₀¹ t² a/(t+a) dt ≤ 3a ∫₀¹ t dt = 3a/2,

which is then below 1.5×10⁻¹⁷, less than u.

At the switch the closed-form bound is 625u, and the series adds a rounding bound of 12u to an equal truncation bound. The sum is 7.1×10⁻¹⁴; the largest error measured is 6.6×10⁻¹⁴. That the two are so close has a reason. In R_N the factor 1/(a+t) is at least 1/(a+1), while F/3 is at most 1/(4a), so the true truncation error is at least a/(a+1) of its bound, or 72 percent at the switch. It is in fact closer: the weight t³³ in R_N has mean t = 34/35 and the weight t³ in F has mean t = 4/5, so the ratio is about (a+0.80)/(a+0.97), or 95 percent. The remainder at the switch is 6.6×10⁻¹⁴, which accounts for the measured error. The rounding bound, by contrast, assumes that every rounding conspires. The crossing therefore balances the two main guaranteed bounds, leaving aside the small rounding bound of the series, and need not minimize the error observed.

Placing the switch far from the crossing is costly in either direction, although a slightly higher switch can lower the observed error. On about 800 sample points with 1 ≤ a ≤ 100, switching at 1.5 gives a largest relative error of 5.7×10⁻⁷, because 30 terms are too few there. Switching at 30 gives 2.8×10⁻¹¹, because cancellation has already set in. At the crossing the figure is 6.4×10⁻¹⁴. These are sampled maxima: a denser sample raises the last two to about 3.4×10⁻¹¹ and 6.6×10⁻¹⁴.

**The two physical limits**

For weak boundary scattering, 1 − F approaches 3a/2, so ρ/ρ0 ≈ 1 + 3a/2. For strong boundary scattering, the series must be inverted. Write

F = (3/(4a)) [1 − (4/5)x + (2/3)x² − (4/7)x³ + …],  x = 1/a,

and let the reciprocal of the bracket be 1 + b₁x + b₂x² + b₃x³ + …. Requiring the product to equal 1 at each order gives

b₁ = 4/5,

b₂ = (4/5)b₁ − 2/3 = 16/25 − 2/3 = −2/75,

b₃ = (4/5)b₂ − (2/3)b₁ + 4/7 ≈ 0.0168.

Multiplying by 4a/3,

ρ/ρ0 = 4a/3 + 16/15 − 8/(225a) + 0.0223/a² + ….

The leading part is ρ ≈ (4/3)(ρ0λ/D) R/(1−R). Since ρ0 is proportional to 1/τ and λ to τ, their product does not contain τ: in this limit bulk scattering drops out of the leading resistivity. It returns as the constant 16ρ0/15. Simple addition of independent resistivities would give ρ0 there. The excess arises because the boundary rate depends on direction, so the two mechanisms do not share the same distribution of electrons.

**A worked case**

Take the round model parameters ρ0 = 2 μΩ cm, λ = 40 nm and D = 10 nm, so that λ/D = 4. For R = 0.9, a = 4 × 0.9/0.1 = 36. The closed form requires

1/3 − 18 + 1296 = 1278.33333333,

1278.33333333 − 1278.32653972 = 0.00679361.

Five leading digits have cancelled. Multiplying by 3 gives F = 0.0203808. The series reaches the same value from small numbers:

2.0833×10⁻² − 4.630×10⁻⁴ + 1.07×10⁻⁵ − 3×10⁻⁷ ≈ 0.02038.

The resistivity is 2/0.0203808 = 98.1 μΩ cm. The large-a law through the 1/a term gives ρ/ρ0 = 49.065679, against 49.065696 from the scheme. The difference, 1.7×10⁻⁵, agrees with the next term, 0.0223/36².

At R = 0.9 double precision still has digits to spare, and the printed closed-form value differs from the series only in the eleventh significant digit. At R = 0.999, where a = 3996, its relative error is 2×10⁻⁵. At R = 0.99999, where a ≈ 4×10⁵, it returns 9.16×10⁻⁵ in place of 1.875×10⁻⁶, too large by a factor of about 49.

That wrong value can be traced. Here a² ≈ 1.6×10¹¹ lies between 2³⁷ and 2³⁸, where neighbouring double-precision numbers are 2⁻¹⁵ ≈ 3.05×10⁻⁵ apart. The last subtraction can produce only multiples of this spacing, while the true bracket is 6.25×10⁻⁷. The computed bracket is one spacing, and three times that is 9.16×10⁻⁵. Once the relative error can exceed 1, a zero or negative conductivity can also be returned, and a fit that divides by F would then break down.

**What accuracy of F does not guarantee**

The error bounds refer to F at a given a. If a is computed from R, then da/a = dR/[R(1−R)], so a relative error in R is magnified by 1/(1−R), which is 10⁵ at R = 0.99999. Where R approaches 1, it is better to carry the transmission parameter 1−R as the input and form a from it directly.

The physics has a narrower range than the arithmetic. The 1/|cosθ| rate was obtained for weakly reflecting planes, so the rows with large R, the worked case R = 0.9 among them, test the evaluation and do not predict the resistivity of a real line. The transport mean free path λF is 0.8 nm at R = 0.9 and below 0.01 nm at R = 0.999, shorter than an interatomic spacing, where the Boltzmann description itself fails. A fitting routine can still visit such values on its way to a sensible one. A large a can also arise with moderate R when the grains are much smaller than the mean free path, although the assumption of independent planes must then be justified separately.

The numerical output below gives the errors of all three evaluations over six ranges of a. In the five sampled ranges that start at a = 10 or above, the largest relative error listed for the scheme is 2.8×10⁻¹⁶.

Computed results

```
unit roundoff u = 1.110e-16
largest quadrature deviation (relative) = 1.2e-16
series, a=1.2: rel. remainder N=20, 60: 4.00e-03, 1.01e-06
series, a=0.8: rel. remainder N=20, 60: 1.30e+01, 3.61e+04
closed-form bound / (u a^3) at a=1e5 = 32.000
measured error power, log1p form = 2.98
measured error power, plain log form = 4.00
N, switch a_s, estimated a_s, error bound, worst measured error:
  10  11.7073  11.7393  5.91e-12  5.84e-12
  20  3.9125  3.9301  2.37e-13  2.28e-13
  30  2.5565  2.5686  7.07e-14  6.59e-14
  40  2.0410  2.0503  3.85e-14  3.44e-14
N=30 at switch: closed-form bound = 624.8 u
N=30 at switch: series rounding bound = 12.4 u
N=30, worst relative error for 1<=a<=100 by switch position:
  switch 1.5000: 5.68e-07
  switch 2.5565: 6.42e-14
  switch 30.0000: 2.76e-11
worst relative error for a in [A,2A]: A, plain log, log1p, hybrid
  1e+00  1.3e-14  8.9e-15  8.9e-15
  1e+01  6.5e-11  7.3e-12  2.4e-16
  1e+02  6.5e-07  7.3e-09  2.4e-16
  1e+03  6.3e-03  7.1e-06  2.5e-16
  1e+04  5.5e+01  6.1e-03  2.3e-16
  1e+05  6.2e+05  6.8e+00  2.8e-16
example: rho0 = 2.0 microohm cm, mean free path = 40.0 nm, D = 10.0 nm
R, a, F hybrid, F log1p closed form, rho (microohm cm):
  0.20000  1  4.2055845832e-01  4.2055845832e-01  4.75558
  0.50000  4  1.5643814767e-01  1.5643814767e-01  12.7846
  0.90000  36  2.0380837998e-02  2.0380837997e-02  98.1314
  0.99900  3996  1.8765012041e-04  1.8765404820e-04  10658.1
  0.99999  399996  1.8750150001e-06  9.1552734375e-05  1.06666e+06
terms at R=0.9: a/2 = 18.00000000, a^2 = 1296.00000000
  a^3 ln(1+1/a) = 1278.32653972
  bracket F/3 = 0.0067936127
  first four series terms of F: 2.0833e-02, -4.6296e-04, 1.0717e-05, -2.5516e-07
  large-a law for rho/rho0 = 49.0656790
  hybrid rho/rho0 = 49.0656959
```
